**Two-temperature metal and its dual-phase-lag equation**

The program tests that the linear two-temperature model without lattice conduction is equivalent to a dual-phase-lag equation with $\tau_T=C_l/G$, $\tau_q=C_eC_l/[G(C_e+C_l)]$ and $D=k/(C_e+C_l)$. Here $C_e$ and $C_l$ are the electron and lattice heat capacities per volume, $k$ is the electron conductivity and $G$ is the coupling. It asserts the equivalence symbolically in Fourier–Laplace space and compares the decay rates with matrix eigenvalues for 300 random parameter sets. It also asserts that the rates are real and ordered, and that the dual-phase-lag flux differs from the physical heat flux. For a pulsed 200 nm film, a cosine-mode solution of the dual-phase-lag equation is compared with a finite-volume solution of the two original equations; the largest difference is $2.0\times10^{-4}$ of the front value. The output gives $\tau_T=100$ ps and $\tau_q=0.794$ ps, and a first lattice mode that decays in 130 ps instead of the 31 ps of Fourier's law. Further runs show that slow thermalisation and deeper deposition are the largest of the neglected effects examined.

## Verification by program

```python
"""Result under test: the linear two-temperature model of a metal,
    Ce dTe/dt = k Te'' - G (Te - Tl) + S,    Cl dTl/dt = G (Te - Tl),
is equivalent to the dual-phase-lag (DPL) equation for the lattice,
    dTl/dt + tau_q d2Tl/dt2 = D (Tl + tau_T dTl/dt)'' + S/C,
with C = Ce + Cl, D = k/C, tau_T = Cl/G, tau_q = Ce Cl/(G C).
Te, Tl: electron and lattice temperature rises; Ce, Cl: heat capacities
per volume; k: electron conductivity; G: coupling; S: absorbed power.
Working units: eV, nm, ps, K.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.linalg import expm
from scipy.special import erfc, erfcx

# ---------- symbolic test in Fourier-Laplace space ----------
s, w, ce, cl, g, ke, kl, src = sp.symbols("s w ce cl g ke kl src", positive=True)
# w is the squared wave number, s the Laplace variable
system = sp.Matrix([[ce*s + ke*w + g, -g], [-g, cl*s + kl*w + g]])
determinant = sp.expand(system.det())
assert sp.Poly(determinant, w).coeff_monomial(w**2) == ke*kl
te_hat, tl_hat = system.subs(kl, 0).LUsolve(sp.Matrix([src, 0]))
lag_T, lag_q = cl/g, ce*cl/(g*(ce + cl))
dpl_operator = s + lag_q*s**2 + ke/(ce + cl)*w*(1 + lag_T*s)
assert sp.simplify(tl_hat*dpl_operator - src/(ce + cl)) == 0
assert sp.simplify(te_hat*dpl_operator - (1 + lag_T*s)*src/(ce + cl)) == 0


# ---------- decay rates: matrix eigenvalues against DPL quadratic ----------
def coefficients(Ce, Cl, k, G):
    C = Ce + Cl
    return k/C, Cl/G, Ce*Cl/(G*C)


def dpl_rates(kappa, D, tau_T, tau_q):
    y = D*kappa**2
    b = 1 + y*tau_T
    fast = (b + np.sqrt(b*b - 4*tau_q*y))/(2*tau_q)
    return y/(tau_q*fast), fast


def rate_matrix(kappa, Ce, Cl, k, G):
    return np.array([[(k*kappa**2 + G)/Ce, -G/Ce], [-G/Cl, G/Cl]])


rng = np.random.default_rng(4)
for trial in range(300):
    p = 10**rng.uniform(-1, 1, 4)
    kappa = 10**rng.uniform(-1, 1)
    D_, tT_, tq_ = coefficients(*p)
    eig = np.linalg.eigvals(rate_matrix(kappa, *p))
    assert np.max(np.abs(np.imag(eig))) == 0
    eig = np.sort(np.real(eig))
    assert np.allclose(eig, dpl_rates(kappa, D_, tT_, tq_), rtol=1e-7)
    assert eig[0] < 1/tT_ < 1/tq_ < eig[1]

# ---------- example: round parameters, rough regime of gold at 300 K ----------
T0 = 300.0            # K
Ce = 1.2e-4           # eV/(nm^3 K)
Cl = 0.015            # eV/(nm^3 K)
k = 2.0               # eV/(ps nm K)
G = 1.5e-4            # eV/(ps nm^3 K)
L = 200.0             # film thickness, nm
depth = 20.0          # absorption depth, nm
fluence = 0.1         # absorbed energy per area, eV/nm^2
fwhm = 0.1            # pulse length, ps
k_lattice = 0.02      # eV/(ps nm K), rough
fermi_energy = 5.5    # eV, rough
thermal_time = 0.5    # electron thermalisation, ps, rough
h_substrate = 6e-4    # interface conductance, eV/(ps nm^2 K), rough
C = Ce + Cl
D, tau_T, tau_q = coefficients(Ce, Cl, k, G)
sigma = fwhm/(2*np.sqrt(2*np.log(2)))
v_fermi = np.sqrt(2*fermi_energy*const.e/const.m_e)*1e-3   # nm/ps
flux_time = 3*k/(Ce*v_fermi**2)
free_path = v_fermi*flux_time
kappa1 = np.pi/L

# long-wave expansion and short-wave limit of the slow rate
kap = np.sqrt(0.01/(D*tau_T))
slow = np.min(np.linalg.eigvals(rate_matrix(kap, Ce, Cl, k, G)).real)
y = D*kap**2
assert abs((y - slow)/y**2/(tau_T - tau_q) - 1) < 0.03  # next order is 1 %
slow = np.min(np.linalg.eigvals(rate_matrix(1.0, Ce, Cl, k, G)).real)
assert abs(slow*tau_T - 1) < 1e-3

# dropping tau_T alone creates oscillations the metal does not have
wave_length = 2*np.sqrt(D*tau_q)          # reduced wavelength at threshold
kap = 2/wave_length
false_roots = np.roots([tau_q, -1, D*kap**2])
assert np.max(np.abs(false_roots.imag)) > 0.1
true_roots = np.linalg.eigvals(rate_matrix(kap, Ce, Cl, k, G))
assert np.max(np.abs(np.imag(true_roots))) == 0

# free decay of one mode: initial data and the two kinds of flux
M = rate_matrix(kappa1, Ce, Cl, k, G)
slow1, fast1 = dpl_rates(kappa1, D, tau_T, tau_q)
start = np.array([1.0, 0.3])
slope = G*(start[0] - start[1])/Cl
a_slow = (slope + fast1*start[1])/(fast1 - slow1)
a_fast = start[1] - a_slow
for t in (0.1, 1.0, 30.0):
    formula = a_slow*np.exp(-slow1*t) + a_fast*np.exp(-fast1*t)
    assert abs(formula - (expm(-M*t) @ start)[1]) < 1e-9


def both_fluxes(t):
    """Amplitudes of physical flux and DPL flux; electrons start 1 K hot."""
    e, lat = expm(-M*t) @ np.array([1.0, 0.0])
    return k*kappa1*e, -C*G*(e - lat)/Cl/kappa1


q_phys, q_dpl = both_fluxes(0.1)
step = 1e-4
q_dot = (both_fluxes(0.1 + step)[1] - both_fluxes(0.1 - step)[1])/(2*step)
assert abs(q_dpl + tau_q*q_dot - q_phys) < 1e-5*abs(q_phys)
assert q_phys*q_dpl < 0

# ---------- finite-volume solution of the two original equations ----------
N = 80
dx = L/N
edges = np.linspace(0, L, N + 1)
x = 0.5*(edges[1:] + edges[:-1])
t_first = np.linspace(-0.25, 1.0, 251)    # time zero is the pulse peak
t_second = np.array([2.0, 3.0, 10.0, 100.0])
times = np.concatenate([t_first, t_second])


def pulse(t):
    return np.exp(-0.5*(t/sigma)**2)/(sigma*np.sqrt(2*np.pi))


def simulate(dep=depth, k_lat=0.0, nonlinear=False, relax=0.0, hold=0.0):
    """relax: flux relaxation time; hold: delay of heat before thermalising."""
    weight = -np.diff(np.exp(-edges/dep))/(1 - np.exp(-L/dep))
    profile = fluence*weight/dx

    def rhs(t, state):
        te, tl, stored = state[:N], state[N:2*N], state[2*N]
        cap, cond = Ce, k
        if nonlinear:
            cap = Ce*(1 + te/T0)
            ratio = (T0 + te)/(T0 + tl)
            cond = k*0.5*(ratio[1:] + ratio[:-1])
        fourier = -cond*np.diff(te)/dx
        flux = state[2*N + 1:] if relax else fourier
        power = stored/hold if hold else pulse(t)
        d_stored = pulse(t) - stored/hold if hold else 0.0
        exchange = G*(te - tl)
        div_e = np.diff(np.pad(flux, 1))/dx
        div_l = np.diff(np.pad(-k_lat*np.diff(tl)/dx, 1))/dx
        parts = [(-div_e - exchange + power*profile)/cap,
                 (exchange - div_l)/Cl, [d_stored]]
        if relax:
            parts.append((fourier - flux)/relax)
        return np.concatenate(parts)

    size = 2*N + 1 + (N - 1 if relax else 0)
    opts = dict(method="Radau", rtol=1e-6, atol=1e-7)
    one = solve_ivp(rhs, (t_first[0], t_first[-1]), np.zeros(size),
                    t_eval=t_first, max_step=0.02, **opts)
    two = solve_ivp(rhs, (t_first[-1], t_second[-1]), one.y[:, -1],
                    t_eval=t_second, **opts)
    assert one.success and two.success
    out = np.hstack([one.y, two.y])
    return out[:N], out[N:2*N]


def at(t):
    return int(np.argmin(np.abs(times - t)))


Te, Tl = simulate()
energy = dx*np.sum(Ce*Te[:, -1] + Cl*Tl[:, -1])
assert abs(energy/fluence - 1) < 1e-3


# ---------- cosine-mode solution of the DPL equation ----------
def pulse_response(rate, t):
    """Integral of pulse(t') exp(-rate (t - t')) over t' < t."""
    u = t/sigma
    z = (rate*sigma - u)/np.sqrt(2)
    early = np.exp(-0.5*u*u)*erfcx(np.maximum(z, 0))
    late = np.exp(np.minimum(rate*sigma*(0.5*rate*sigma - u), 0))*erfc(z)
    return 0.5*np.where(z > 0, early, late)


def dpl_solution(position, t):
    n = np.arange(300)
    kap = n*np.pi/L
    overlap = (1 - (-1.0)**n*np.exp(-L/depth))/(1 + (kap*depth)**2)
    overlap /= 1 - np.exp(-L/depth)
    amp = fluence*np.where(n == 0, 1, 2)/L*overlap/C
    r_s, r_f = dpl_rates(kap, D, tau_T, tau_q)
    amp = amp/(tau_q*(r_f - r_s))*np.cos(kap*position)
    e_s, e_f = pulse_response(r_s, t), pulse_response(r_f, t)
    lattice = np.sum(amp*(e_s - e_f))
    electron = np.sum(amp*((1 - tau_T*r_s)*e_s - (1 - tau_T*r_f)*e_f))
    return electron, lattice


table = []
worst = 0.0
for t in (0.1, 0.5, 2.0, 10.0, 100.0):
    i = at(t)
    front, back = dpl_solution(x[0], t), dpl_solution(x[-1], t)
    for cell, pair in ((0, front), (-1, back)):
        worst = max(worst, abs(pair[0] - Te[cell, i])/front[0],
                    abs(pair[1] - Tl[cell, i])/front[1])
    table.append((t, front[0], front[1], back[1]))
assert worst < 5e-3      # spatial discretisation error of the volume grid

# relaxation times read from the two-temperature run
gap = np.mean(Te - Tl, axis=0)
measured_q = 1/np.log(gap[at(2)]/gap[at(3)])
assert abs(measured_q/tau_q - 1) < 5e-3
mode = np.cos(kappa1*x) @ Tl
measured_slow = 90/np.log(mode[at(10)]/mode[at(100)])
assert abs(measured_slow*slow1 - 1) < 5e-3


# ---------- size of neglected effects ----------
def observables(te, tl):
    return np.array([te[0].max(), tl[0, at(10)] - tl[-1, at(10)]])


base = observables(Te, Tl)
variants = [("lattice conduction", dict(k_lat=k_lattice)),
            ("Ce and k varying with temperature", dict(nonlinear=True)),
            ("electron flux relaxation", dict(relax=flux_time)),
            ("slow thermalisation, heat held", dict(hold=thermal_time)),
            ("deposition deeper by free path", dict(dep=depth + free_path))]
changes = [(name, 100*(observables(*simulate(**kw))/base - 1))
           for name, kw in variants]

# ---------- output ----------
atomic_time = const.physical_constants["atomic unit of time"][0]*1e12
print(f"base temperature {T0:.0f} K")
print(f"electron heat capacity Ce {Ce:.2e} eV/(nm^3 K)")
print(f"lattice heat capacity Cl {Cl:.3f} eV/(nm^3 K)")
print(f"electron conductivity k {k:.1f} eV/(ps nm K)")
print(f"coupling G {G:.2e} eV/(ps nm^3 K)")
print(f"film thickness {L:.0f} nm, absorption depth {depth:.0f} nm")
print(f"absorbed fluence {fluence:.2f} eV/nm^2, pulse FWHM {fwhm:.2f} ps")
print(f"total heat capacity C {C:.5f} eV/(nm^3 K)")
print(f"tau_T {tau_T:.1f} ps = {tau_T/atomic_time:.3e} atomic units")
print(f"tau_q {tau_q:.4f} ps = {tau_q/atomic_time:.3e} atomic units")
print(f"ratio tau_q/tau_T {tau_q/tau_T:.5f}")
print(f"diffusivity D {D:.1f} nm^2/ps = {D*0.01:.3f} cm^2/s")
print(f"electron-lattice decay time from run {measured_q:.4f} ps")
print(f"first mode wave number {kappa1:.5f} 1/nm")
print(f"first mode slow time, DPL {1/slow1:.1f} ps")
print(f"first mode slow time, from run {measured_slow:.1f} ps")
print(f"first mode fast time, DPL {1/fast1:.4f} ps")
print(f"first mode time, Fourier law {1/(D*kappa1**2):.1f} ps")
print(f"false waves if tau_T=0: 1/kappa below {wave_length:.1f} nm")
print("free first mode, electrons 1 K hot at start, after 0.1 ps:")
print(f"  physical flux amplitude {q_phys:.5f} eV/(ps nm^2)")
print(f"  DPL flux amplitude {q_dpl:.5f} eV/(ps nm^2)")
print(f"DPL solution at {x[0]:.2f} nm from front and back faces:")
for t, e, f, b in table:
    print(f"  t {t:5.1f} ps: front Te {e:.4f} K,"
          f" front Tl {1e3*f:.3f} mK, back Tl {1e3*b:.3f} mK")
print(f"largest relative gap, DPL to two-temperature run {worst:.1e}")
print(f"peak front electron rise {base[0]:.2f} K")
print(f"front-back lattice difference at 10 ps {1e3*base[1]:.3f} mK")
print(f"rough lattice conductivity {k_lattice:.3f} eV/(ps nm K)")
print(f"length sqrt(k_lattice/G) {np.sqrt(k_lattice/G):.1f} nm")
print(f"rough Fermi energy {fermi_energy:.1f} eV")
print(f"Fermi velocity {v_fermi:.0f} nm/ps")
print(f"flux relaxation time {flux_time:.4f} ps")
print(f"electron mean free path {free_path:.1f} nm")
print(f"rough thermalisation time {thermal_time:.1f} ps")
print("change of peak electron rise; of lattice difference at 10 ps:")
for name, change in changes:
    print(f"  {name}: {change[0]:+.2f} %; {change[1]:+.2f} %")
print(f"rough interface conductance {h_substrate:.1e} eV/(ps nm^2 K)")
print(f"cooling time into substrate {C*L/h_substrate:.0f} ps")
print("all assertions hold")
```

Running it gives:

```
base temperature 300 K
electron heat capacity Ce 1.20e-04 eV/(nm^3 K)
lattice heat capacity Cl 0.015 eV/(nm^3 K)
electron conductivity k 2.0 eV/(ps nm K)
coupling G 1.50e-04 eV/(ps nm^3 K)
film thickness 200 nm, absorption depth 20 nm
absorbed fluence 0.10 eV/nm^2, pulse FWHM 0.10 ps
total heat capacity C 0.01512 eV/(nm^3 K)
tau_T 100.0 ps = 4.134e+06 atomic units
tau_q 0.7937 ps = 3.281e+04 atomic units
ratio tau_q/tau_T 0.00794
diffusivity D 132.3 nm^2/ps = 1.323 cm^2/s
electron-lattice decay time from run 0.7937 ps
first mode wave number 0.01571 1/nm
first mode slow time, DPL 130.5 ps
first mode slow time, from run 130.5 ps
first mode fast time, DPL 0.1864 ps
first mode time, Fourier law 30.6 ps
false waves if tau_T=0: 1/kappa below 20.5 nm
free first mode, electrons 1 K hot at start, after 0.1 ps:
  physical flux amplitude 0.01838 eV/(ps nm^2)
  DPL flux amplitude -0.00562 eV/(ps nm^2)
DPL solution at 1.25 nm from front and back faces:
  t   0.1 ps: front Te 9.7928 K, front Tl 14.244 mK, back Tl 0.086 mK
  t   0.5 ps: front Te 2.7746 K, front Tl 34.082 mK, back Tl 4.861 mK
  t   2.0 ps: front Te 0.3698 K, front Tl 49.810 mK, back Tl 18.968 mK
  t  10.0 ps: front Te 0.0364 K, front Tl 51.246 mK, back Tl 22.284 mK
  t 100.0 ps: front Te 0.0347 K, front Tl 41.805 mK, back Tl 27.509 mK
largest relative gap, DPL to two-temperature run 2.0e-04
peak front electron rise 11.95 K
front-back lattice difference at 10 ps 28.967 mK
rough lattice conductivity 0.020 eV/(ps nm K)
length sqrt(k_lattice/G) 11.5 nm
rough Fermi energy 5.5 eV
Fermi velocity 1391 nm/ps
flux relaxation time 0.0258 ps
electron mean free path 35.9 nm
rough thermalisation time 0.5 ps
change of peak electron rise; of lattice difference at 10 ps:
  lattice conduction: -0.00 %; -0.81 %
  Ce and k varying with temperature: -1.84 %; -1.06 %
  electron flux relaxation: +6.11 %; -0.01 %
  slow thermalisation, heat held: -68.25 %; +0.39 %
  deposition deeper by free path: -35.08 %; -38.45 %
rough interface conductance 6.0e-04 eV/(ps nm^2 K)
cooling time into substrate 5040 ps
all assertions hold
```
